# Times of successive uncorrelated breakdown spots in a percolating oxide: a program that tests the result

```python
"""Time of the kth breakdown spot in an oxide with uncorrelated spots.
Result under test: for a Poisson process with cumulative hazard
H(t) = (t/tau)**beta, the kth event time T_k has the distribution
F_k(t) = 1 - exp(-H) * sum_{j<k} H**j/j!  (regularized incomplete gamma).
Cell model: N columns of n cells; a cell is defective by time t with
probability (t/tau0)**alpha; a column breaks when all its cells are defective.
Then beta = n*alpha and tau = tau0*N**(-1/beta). Times are in seconds."""
import math
import numpy as np
import mpmath as mp
from scipy import constants, integrate, special, stats

mp.mp.dps = 50
area_um2, cell_nm = 1.0, 1.0
n_cells, alpha, tau0 = 3, 0.5, 1.0e12
fraction, area_factor, service_time = 1.0e-4, 100.0, 1.0e6
n_columns = round(area_um2 * 1.0e6 / cell_nm**2)
beta = n_cells * alpha
tau = tau0 * n_columns**(-1 / beta)
orders = (1, 2, 3)


def kth_cdf(k, hazard):
    return special.gammainc(k, hazard)


def survival_sum(k, hazard):
    return mp.exp(-hazard) * sum(hazard**j / mp.factorial(j) for j in range(k))


def binomial_tail(k, columns, prob):
    """Exact probability that at least k of the columns are broken."""
    prob = mp.mpf(prob)
    return 1 - sum(math.comb(columns, j) * prob**j * (1 - prob)**(columns - j)
                   for j in range(k))


def weibull_slope(k, hazard):
    hazard = mp.mpf(hazard)
    total = sum(hazard**j / mp.factorial(j) for j in range(k))
    cumulative = hazard - mp.log(total)
    return beta * hazard**k / (mp.factorial(k - 1) * total * cumulative)


def ks_distance(sample, cdf):
    return stats.kstest(sample, cdf).statistic


# Direct simulation of a smaller cell lattice, no Poisson assumption
rng = np.random.default_rng(12345)
sim_columns, sim_devices, chunk = 400, 20000, 1000
parts = []
for _ in range(sim_devices // chunk):
    cell_times = tau0 * rng.random((n_cells, chunk, sim_columns))**(1 / alpha)
    column_times = cell_times.max(axis=0)
    parts.append(np.sort(np.partition(column_times, 3, axis=1)[:, :4], axis=1))
event_times = np.concatenate(parts)
sim_tau = tau0 * sim_columns**(-1 / beta)
sim_hazard = (event_times / sim_tau)**beta
sim_ks, ratio_ks = [], []
for k in orders:
    sim_ks.append(ks_distance(event_times[:, k - 1],
                              lambda t: kth_cdf(k, (t / sim_tau)**beta)))
    ratio = event_times[:, k - 1] / event_times[:, k]
    ratio_ks.append(ks_distance(
        ratio, lambda r: np.clip(r, 0, 1)**(k * beta)))
assert max(sim_ks) < 0.02 and max(ratio_ks) < 0.02

# Next event given the last one: hazard increment is exponential
# whether the first event came early or late
increment = sim_hazard[:, 1] - sim_hazard[:, 0]
early = event_times[:, 0] < np.median(event_times[:, 0])
increment_ks = [ks_distance(increment[group], lambda x: 1 - np.exp(-x))
                for group in (early, ~early)]
assert max(increment_ks) < 0.03

# Poisson limit of the binomial count, against the coupling bound
distances = []
for columns in (200, 2000):
    mean = 2.0
    counts = np.arange(columns + 1)
    gap = np.abs(stats.binom.pmf(counts, columns, mean / columns)
                 - stats.poisson.pmf(counts, mean)).sum()
    distances.append(0.5 * (gap + stats.poisson.sf(columns, mean)))
    assert distances[-1] <= mean**2 / columns

# Master equation integrated in time (unit tau), states 0..5


def master(t, prob):
    rate = beta * t**(beta - 1)
    return rate * (np.concatenate(([0.0], prob[:-1])) - prob)


solution = integrate.solve_ivp(master, (0, 2), [1, 0, 0, 0, 0, 0],
                               method="DOP853", rtol=1e-10, atol=1e-12,
                               dense_output=True)
assert solution.success
master_error = 0.0
for t in (0.3, 0.8, 1.3, 2.0):
    for k in orders:
        from_ode = 1 - solution.sol(t)[:k].sum()
        master_error = max(master_error, abs(from_ode - kth_cdf(k, t**beta)))
assert master_error < 1e-6

# Four independent equal areas: counts add, time axis shrinks by 4**(-1/beta)
single = solution.sol(0.5)
merged = np.array([1.0])
for _ in range(4):
    merged = np.convolve(merged, single)
stretched = solution.sol(0.5 * 4**(1 / beta))
for k in orders:
    assert abs(merged[:k].sum() - stretched[:k].sum()) < 1e-6

# Density, moments, early tail and local Weibull slope
moments = {}
for k in orders:
    for t in (0.4, 1.0, 1.8):
        step = 1e-5
        numeric = (kth_cdf(k, (t + step)**beta)
                   - kth_cdf(k, (t - step)**beta)) / (2 * step)
        hz = t**beta
        density = beta / t * hz**k * math.exp(-hz) / math.factorial(k - 1)
        assert abs(numeric - density) < 1e-7
    for m in (1, 2):
        numeric = integrate.quad(
            lambda t: m * t**(m - 1) * math.exp(-t**beta)
            * sum(t**(beta * j) / math.factorial(j) for j in range(k)),
            0, 20, epsabs=1e-11, limit=200)[0]
        moments[k, m] = special.gamma(k + m / beta) / special.gamma(k)
        assert abs(numeric - moments[k, m]) < 1e-7
    small = mp.mpf("1e-6")
    scaled = (1 - survival_sum(k, small)) * mp.factorial(k) / small**k
    assert abs((1 - scaled) / small - mp.mpf(k) / (k + 1)) < 1e-5
    for hz in ("1e-6", "0.1", "1", "10", "1e6"):
        log_time = mp.log(mp.mpf(hz)) / beta
        step = mp.mpf("1e-8")
        ends = [mp.log(-mp.log(survival_sum(k, mp.exp(beta * (log_time + s)))))
                for s in (-step, step)]
        numeric = (ends[1] - ends[0]) / (2 * step)
        assert abs(numeric - weibull_slope(k, hz)) < 1e-10
        if hz == "1e-6":
            assert abs(numeric - k * beta) < 1e-4
        if hz == "1e6":
            assert abs(numeric - beta) < 1e-4

# Device-to-device spread: half the devices at 0.5 H, half at 1.5 H
spread = np.array([0.5, 1.5])
first = kth_cdf(1, 1e-5 * spread).mean()
second = kth_cdf(2, 1e-5 * spread).mean()
cluster_ratio = second / (first**2 / 2)
cluster_limit = (spread**2).mean() / spread.mean()**2
assert abs(cluster_ratio - cluster_limit) < 1e-3

# Worked example, each probability checked with the exact binomial sum
print(f"columns N = {n_columns}, cells per column n = {n_cells}")
print(f"cell exponent alpha = {alpha}, cell time tau0 = {tau0:.3e} s")
print(f"beta = {beta:.3f}, tau = {tau:.4e} s")
print(f"defective cell fraction at tau = {(tau / tau0)**alpha:.4e}")
print(f"Poisson error bound H^2/N at H=1: {1 / n_columns:.1e}")
print(f"failure fraction q = {fraction:.1e}")
quantiles = []
for k in orders:
    mean_time = tau * moments[k, 1]
    deviation = tau * math.sqrt(moments[k, 2] - moments[k, 1]**2)
    median_hazard = special.gammaincinv(k, 0.5)
    median = tau * median_hazard**(1 / beta)
    hazard_q = special.gammaincinv(k, fraction)
    exact = binomial_tail(k, n_columns, hazard_q / n_columns)
    assert abs(exact / fraction - 1) < 1e-5
    x = (math.factorial(k) * fraction)**(1 / k)
    assert abs(hazard_q / (x * (1 + x / (k + 1))) - 1) < x**2
    time_q = tau * hazard_q**(1 / beta)
    quantiles.append(time_q)
    print(f"k={k}: mean = {mean_time:.4e} s, std dev = {deviation:.4e} s")
    print(f"k={k}: median = {median:.4e} s")
    print(f"k={k}: H at q = {hazard_q:.5e}, leading x = {x:.5e}")
    print(f"k={k}: t_k(q) = {time_q:.4e} s = {time_q / constants.day:.2f} days")
    print(f"k={k}: tail formula for t_k(q) = {tau * x**(1 / beta):.4e} s")
    print(f"k={k}: gain t_k(q)/t_1(q) = {time_q / quantiles[0]:.2f}")
    print(f"k={k}: Weibull slope at q = {float(weibull_slope(k, hazard_q)):.3f}"
          f", at median = {float(weibull_slope(k, median_hazard)):.3f}")

service_hazard = (service_time / tau)**beta
print(f"service time = {service_time:.1e} s, H = {service_hazard:.3e}")
print(f"area factor M = {area_factor:.0f}, "
      f"quantile factor M^(-1/beta) = {area_factor**(-1 / beta):.4f}")
for k in orders:
    values = []
    for factor in (1.0, area_factor):
        hz = factor * service_hazard
        columns = round(factor * n_columns)
        values.append(kth_cdf(k, hz))
        exact = binomial_tail(k, columns, hz / columns)
        assert abs(exact / values[-1] - 1) < 1e-5
    print(f"k={k}: F_k at service time = {values[0]:.4e}, "
          f"area x M: {values[1]:.4e}, ratio = {values[1] / values[0]:.4e}")

print(f"simulated lattice: {sim_devices} devices of {sim_columns} columns")
print("largest CDF gap, k=1,2,3: " + ", ".join(f"{d:.4f}" for d in sim_ks))
print("largest gap of ratio law, k=1,2,3: "
      + ", ".join(f"{d:.4f}" for d in ratio_ks))
print("gap of increment law, early/late first spot: "
      + ", ".join(f"{d:.4f}" for d in increment_ks))
print(f"binomial-Poisson distance at H=2: N=200 {distances[0]:.3e}, "
      f"N=2000 {distances[1]:.3e}")
print(f"bounds H^2/N: {4 / 200:.3e}, {4 / 2000:.3e}")
print(f"largest master-equation deviation = {master_error:.1e}")
print(f"device spread 0.5H/1.5H: F_2/(F_1^2/2) = {cluster_ratio:.4f}")
print("tests ok")
```

Running it gives:

```
columns N = 1000000, cells per column n = 3
cell exponent alpha = 0.5, cell time tau0 = 1.000e+12 s
beta = 1.500, tau = 1.0000e+08 s
defective cell fraction at tau = 1.0000e-02
Poisson error bound H^2/N at H=1: 1.0e-06
failure fraction q = 1.0e-04
k=1: mean = 9.0275e+07 s, std dev = 6.1294e+07 s
k=1: median = 7.8322e+07 s
k=1: H at q = 1.00005e-04, leading x = 1.00000e-04
k=1: t_k(q) = 2.1545e+05 s = 2.49 days
k=1: tail formula for t_k(q) = 2.1544e+05 s
k=1: gain t_k(q)/t_1(q) = 1.00
k=1: Weibull slope at q = 1.500, at median = 1.500
k=2: mean = 1.5046e+08 s, std dev = 7.1722e+07 s
k=2: median = 1.4123e+08 s
k=2: H at q = 1.42092e-02, leading x = 1.41421e-02
k=2: t_k(q) = 5.8665e+06 s = 67.90 days
k=2: tail formula for t_k(q) = 5.8480e+06 s
k=2: gain t_k(q)/t_1(q) = 27.23
k=2: Weibull slope at q = 2.986, at median = 2.276
k=3: mean = 2.0061e+08 s, std dev = 7.7835e+07 s
k=3: median = 1.9266e+08 s
k=3: H at q = 8.61761e-02, leading x = 8.43433e-02
k=3: t_k(q) = 1.9510e+07 s = 225.81 days
k=3: tail formula for t_k(q) = 1.9232e+07 s
k=3: gain t_k(q)/t_1(q) = 90.55
k=3: Weibull slope at q = 4.404, at median = 2.854
service time = 1.0e+06 s, H = 1.000e-03
area factor M = 100, quantile factor M^(-1/beta) = 0.0464
k=1: F_k at service time = 9.9950e-04, area x M: 9.5163e-02, ratio = 9.5210e+01
k=2: F_k at service time = 4.9967e-07, area x M: 4.6788e-03, ratio = 9.3639e+03
k=3: F_k at service time = 1.6654e-10, area x M: 1.5465e-04, ratio = 9.2861e+05
simulated lattice: 20000 devices of 400 columns
largest CDF gap, k=1,2,3: 0.0048, 0.0044, 0.0045
largest gap of ratio law, k=1,2,3: 0.0042, 0.0055, 0.0070
gap of increment law, early/late first spot: 0.0052, 0.0134
binomial-Poisson distance at H=2: N=200 2.271e-03, N=2000 2.257e-04
bounds H^2/N: 2.000e-02, 2.000e-03
largest master-equation deviation = 1.0e-11
device spread 0.5H/1.5H: F_2/(F_1^2/2) = 1.2500
tests ok
```
